**Neighbour counts and connectivity in alpha alane**

The program tests that alpha AlH3 is a connected network with six H neighbours per Al and two Al neighbours per H. The symbols a and c are the hexagonal cell lengths, x is the hydrogen coordinate, d is the Al–H distance and D is the distance between Al atoms linked by one H. The space group and rough cell values are inputs. Explicit enumeration of atoms is asserted to agree with the closed formulas for distances and angles, and the neighbour counts are asserted to hold at several cutoffs between the first two shells and at the corners of the rounding intervals. Following links between cells gives one three-dimensional network, while a hypothetical molecular arrangement on the same Al sites gives six separate pieces per cell. For the rough cell values d is 0.174 nm, with the next Al–H distance at 0.324 nm. Density-fitted MP2/def2-TZVP gives an association energy of about −1.6 eV per Al2H6, without zero-point or basis-superposition corrections. This molecular result supports hydrogen bridging but does not predict the crystal structure.

## Check in Python

```python
"""
Result under test: alpha AlH3 is a connected network with six H around each
Al and two Al around each H, rather than a packing of AlH3 molecules.
Symbols: a, c = hexagonal cell lengths (nm); x = hydrogen coordinate;
d = Al-H distance; D = distance between Al atoms linked by one H.
The space group R-3c and rough cell values are inputs. Molecular calculations
test whether forming hydrogen bridges releases energy.
"""
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import itertools
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize
from pyscf import gto, lib, mp, scf

lib.num_threads(1)
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]


def alpha_positions(x):
    centring = np.array([[0, 0, 0], [2/3, 1/3, 1/3], [1/3, 2/3, 2/3]])
    al_base = np.array([[0, 0, 0], [0, 0, .5]])
    h_base = np.array([[x, 0, .25], [0, x, .25], [-x, -x, .25],
                       [-x, 0, .75], [0, -x, .75], [x, x, .75]])
    al = (al_base[:, None] + centring).reshape(-1, 3) % 1
    h = (h_base[:, None] + centring).reshape(-1, 3) % 1
    return al, h


def all_links(al, h, a, c, cutoff):
    """Return (Al index, H index, H cell shift, vector, distance)."""
    cell = np.array([[a, 0, 0], [-a/2, a*math.sqrt(3)/2, 0], [0, 0, c]])
    links = []
    for shift in itertools.product(range(-2, 3), repeat=3):
        vectors = (h[None] + np.array(shift) - al[:, None]) @ cell
        distances = np.linalg.norm(vectors, axis=2)
        for i, j in np.argwhere(distances < cutoff):
            links.append((int(i), int(j), np.array(shift),
                          vectors[i, j], distances[i, j]))
    return links


def coordination(links, n_al, n_h):
    return (np.bincount([e[0] for e in links], minlength=n_al),
            np.bincount([e[1] for e in links], minlength=n_h))


def network_pieces(links, n_al, n_h):
    """For each quotient component give translation rank and lattice index."""
    adjacency = [[] for _ in range(n_al + n_h)]
    for i, j, shift, _, _ in links:
        adjacency[i].append((n_al + j, shift))
        adjacency[n_al + j].append((i, -shift))
    offsets, pieces = {}, []
    for root in range(n_al + n_h):
        if root in offsets:
            continue
        offsets[root] = np.zeros(3, dtype=int)
        stack, cycles = [root], set()
        while stack:
            node = stack.pop()
            for other, shift in adjacency[node]:
                target = offsets[node] + shift
                if other not in offsets:
                    offsets[other] = target
                    stack.append(other)
                else:
                    cycle = tuple(int(k) for k in target - offsets[other])
                    if any(cycle) and tuple(-k for k in cycle) not in cycles:
                        cycles.add(cycle)
        rank = int(np.linalg.matrix_rank(np.array(list(cycles)))) if cycles else 0
        index = 0
        if rank == 3:
            for triple in itertools.combinations(cycles, 3):
                index = math.gcd(index, abs(round(np.linalg.det(triple))))
        pieces.append((rank, index))
    return pieces


def angle(u, v):
    cosine = np.dot(u, v) / np.linalg.norm(u) / np.linalg.norm(v)
    return math.degrees(math.acos(np.clip(cosine, -1, 1)))


# Explicit crystal geometry.
a, c, x = 0.45, 1.2, 0.63
al, h = alpha_positions(x)
distances = np.array([e[4] for e in all_links(al, h, a, c, 0.40)])
d_direct = distances.min()
second_shell = distances[distances > d_direct + 1e-5].min()
links = all_links(al, h, a, c, 0.22)
n_al, n_h = coordination(links, len(al), len(h))
assert np.all(n_al == 6) and np.all(n_h == 2)
assert np.ptp([e[4] for e in links]) < 1e-10
for cutoff in np.linspace(d_direct + .002, second_shell - .002, 7):
    counts = coordination(all_links(al, h, a, c, cutoff), len(al), len(h))
    assert np.all(counts[0] == 6) and np.all(counts[1] == 2)

bridge_angles, al_distances, shared_pairs = [], [], set()
for j in range(len(h)):
    first, second = sorted([e for e in links if e[1] == j], key=lambda e: e[0])
    bridge_angles.append(angle(first[3], second[3]))
    al_distances.append(np.linalg.norm(first[3] - second[3]))
    shared_pairs.add((first[0], second[0], *map(int, first[2] - second[2])))
assert len(shared_pairs) == len(h)
octahedron = []
for i in range(len(al)):
    vectors = [e[3] for e in links if e[0] == i]
    octahedron.append(sorted(angle(u, v)
                             for u, v in itertools.combinations(vectors, 2)))
octahedron = np.array(octahedron)

radius2, height2 = a*a*(x*x - x + 1/3), c*c/144
d_formula = math.sqrt(radius2 + height2)
D_formula = math.sqrt(a*a/3 + c*c/36)
bridge_formula = 2*math.degrees(math.asin(D_formula/(2*d_formula)))
alpha = math.degrees(math.acos((height2-radius2/2)/(height2+radius2)))
expected_angles = sorted([alpha]*6 + [180-alpha]*6 + [180]*3)
assert abs(d_direct - d_formula) < 1e-10
assert np.allclose(al_distances, D_formula, atol=1e-10)
assert np.allclose(bridge_angles, bridge_formula, atol=1e-7)
assert np.allclose(octahedron, expected_angles, atol=1e-5)
straight = all_links(*alpha_positions(.5), a, c, .22)
straight_vectors = [e[3] for e in straight if e[1] == 0]
assert len(straight_vectors) == 2
assert abs(angle(*straight_vectors) - 180) < 1e-5
pieces = network_pieces(links, len(al), len(h))
assert pieces == [(3, 1)]

# Rounding intervals of the rough crystal inputs.
rounded_d, rounded_angle = [], []
for aa, cc, xx in itertools.product((.445, .455), (1.15, 1.25), (.625, .635)):
    trial = all_links(*alpha_positions(xx), aa, cc, .22)
    counts = coordination(trial, len(al), len(h))
    assert np.all(counts[0] == 6) and np.all(counts[1] == 2)
    rounded_d.extend(e[4] for e in trial)
    rounded_angle.append(angle(*[e[3] for e in trial if e[1] == 0]))

# Thermal and zero-point displacement along one direction.
quantum_ev, temperature = .05, 300.0
quantum = quantum_ev * const.e
mass_h = gto.M(atom="H", spin=1, verbose=0).atom_mass_list(isotope_avg=True)[0]
mass_h *= const.atomic_mass
ratio = quantum/(const.k*temperature)
rms = math.sqrt(const.hbar**2/(2*mass_h*quantum)/math.tanh(ratio/2))*1e9
levels = np.arange(200)
weights = np.exp(-ratio*levels)
mean_level = np.sum((levels+.5)*weights)/np.sum(weights)
rms_sum = math.sqrt(const.hbar**2*mean_level/(mass_h*quantum))*1e9
assert abs(rms-rms_sum) < 1e-10
assert rms < (second_shell-d_direct)/4


def molecule(symbols, xyz, basis):
    return gto.M(atom=list(zip(symbols, xyz)), unit="Bohr",
                 basis=basis, verbose=0)


def hartree_fock(symbols, xyz, basis, density=None, fitted=True):
    mf = scf.RHF(molecule(symbols, xyz, basis))
    if fitted:
        mf = mf.density_fit()
    mf.kernel(dm0=density)
    assert mf.converged
    return mf


def optimise(symbols, directions, start, springs):
    """Optimise symmetry parameters; springs only scale the search steps."""
    hessian = sum(k*np.outer(v, v) for k, v in springs)
    scale = np.linalg.inv(np.linalg.cholesky(hessian)).T
    start = np.array(start)
    density, history = None, {}

    def energy_gradient(y):
        nonlocal density
        key = tuple(float(value) for value in y)
        if key not in history:
            xyz = np.tensordot(directions, start + scale @ y, axes=(2, 0))
            mf = hartree_fock(symbols, xyz, "def2-svp", density)
            density = np.asarray(mf.make_rdm1())
            history[key] = xyz, mf, mf.nuc_grad_method().kernel()
        _, mf, gradient = history[key]
        return mf.e_tot, scale.T @ np.einsum("ij,ijk->k", gradient, directions)

    result = minimize(energy_gradient, np.zeros(len(start)), jac=True,
                      method="BFGS", options={"gtol": 5e-4, "maxiter": 15})
    energy_gradient(result.x)
    xyz, mf, gradient = history[tuple(float(value) for value in result.x)]
    assert np.max(abs(gradient)) < 1e-3
    return xyz, mf


mono_symbols = ["Al", "H", "H", "H"]
mono_directions = np.zeros((4, 3, 1))
for k in range(3):
    mono_directions[k+1, :2, 0] = [math.cos(2*math.pi*k/3),
                                   math.sin(2*math.pi*k/3)]
mono_xyz, mono_mf = optimise(mono_symbols, mono_directions, [3.0], [(.5, [1])])
pyramid = mono_xyz.copy()
pyramid[0, 2] = .2
assert hartree_fock(mono_symbols, pyramid, "def2-svp").e_tot > mono_mf.e_tot

# Al on z; bridge H on x; terminal H in the yz plane.
dimer_symbols = ["Al", "Al"] + ["H"]*6
dimer_directions = np.zeros((8, 3, 4))
dimer_directions[0, 2, 0], dimer_directions[1, 2, 0] = 1, -1
dimer_directions[2, 0, 1], dimer_directions[3, 0, 1] = 1, -1
for k, (sy, sz) in enumerate(itertools.product((1, -1), repeat=2)):
    dimer_directions[k+4, 1, 2] = sy
    dimer_directions[k+4, 2, 3] = sz
# Approximate stretching and bending stiffnesses, used only as step scales.
dimer_springs = [(.68, [-.43, 0, .90, .43]), (.08, [-.90, 0, -.43, .90]),
                 (.28, [.75, .66, 0, 0]), (.12, [.66, -.75, 0, 0])]
dimer_xyz, dimer_mf = optimise(dimer_symbols, dimer_directions,
                               [2.46, 2.19, 2.68, 3.77], dimer_springs)
mono_bond = np.linalg.norm(mono_xyz[1])*BOHR_NM
bridge_bond = np.linalg.norm(dimer_xyz[0]-dimer_xyz[2])*BOHR_NM
terminal_bond = np.linalg.norm(dimer_xyz[0]-dimer_xyz[4])*BOHR_NM
dimer_angle = angle(dimer_xyz[0]-dimer_xyz[2], dimer_xyz[1]-dimer_xyz[2])
assert bridge_bond > terminal_bond + .01
assert abs(d_direct-bridge_bond) < abs(d_direct-terminal_bond)


def bond_order(mf, first, second):
    ps = np.asarray(mf.make_rdm1()) @ mf.get_ovlp()
    slices = mf.mol.aoslice_by_atom()
    i = slice(*slices[first, 2:4])
    j = slice(*slices[second, 2:4])
    return float(np.sum(ps[i, j]*ps[j, i].T))


bridge_order = bond_order(dimer_mf, 0, 2)
terminal_order = bond_order(dimer_mf, 0, 4)
assert 0 < bridge_order < .7*terminal_order


def mp2_energy(mf, number_al):
    return mp.MP2(mf, frozen=5*number_al).run().e_tot


# Compare fitted and unfitted integrals at the same molecular geometries.
mono_plain = hartree_fock(mono_symbols, mono_xyz, "def2-svp",
                          np.asarray(mono_mf.make_rdm1()), False)
dimer_plain = hartree_fock(dimer_symbols, dimer_xyz, "def2-svp",
                           np.asarray(dimer_mf.make_rdm1()), False)
fitting_error = abs((dimer_mf.e_tot-2*mono_mf.e_tot)
                    - (dimer_plain.e_tot-2*mono_plain.e_tot))*HARTREE_EV
assert fitting_error < .01

mono_large = hartree_fock(mono_symbols, mono_xyz, "def2-tzvp")
dimer_large = hartree_fock(dimer_symbols, dimer_xyz, "def2-tzvp")
association_hf = (dimer_large.e_tot-2*mono_large.e_tot)*HARTREE_EV
association_small = (mp2_energy(dimer_mf, 2)
                     - 2*mp2_energy(mono_mf, 1))*HARTREE_EV
association = (mp2_energy(dimer_large, 2)
               - 2*mp2_energy(mono_large, 1))*HARTREE_EV
assert max(association_hf, association_small, association) < -.5

# Same aluminium sites, but a hypothetical packing of separate molecules.
steps = np.array([[1, 0, 0], [0, 1, 0], [-1, -1, 0]])*mono_bond/a
molecular_h = (al[:, None]+steps).reshape(-1, 3) % 1
molecular_links = all_links(al, molecular_h, a, c, .22)
m_al, m_h = coordination(molecular_links, len(al), len(molecular_h))
molecular_pieces = network_pieces(molecular_links, len(al), len(molecular_h))
assert np.all(m_al == 3) and np.all(m_h == 1)
assert molecular_pieces == [(0, 0)]*len(al)

valence_electrons = 3 + 3*1
print(f"Rough cell length a: {a:.2f} nm")
print(f"Rough cell length c: {c:.1f} nm")
print(f"Rough hydrogen coordinate x: {x:.2f} (dimensionless)")
print(f"Atoms in hexagonal cell: {len(al)} Al, {len(h)} H")
print(f"Al-H links in hexagonal cell: {len(links)}")
print(f"H neighbours per Al: {n_al[0]}")
print(f"Al neighbours per H: {n_h[0]}")
print(f"Crystal Al-H distance: {d_direct:.4f} nm")
print(f"Second-shell Al-H distance: {second_shell:.4f} nm")
print(f"Gap between shells: {second_shell-d_direct:.4f} nm")
print(f"Linked Al-Al distance: {np.mean(al_distances):.4f} nm")
print(f"Crystal Al-H-Al angle: {np.mean(bridge_angles):.2f} degrees")
print(f"Smallest H-Al-H angle: {octahedron.min():.2f} degrees")
print(f"Largest adjacent H-Al-H angle: {octahedron[:, 11].max():.2f} degrees")
print(f"Opposite H-Al-H angle: {octahedron.max():.2f} degrees")
print(f"Alpha network pieces per cell graph: {len(pieces)}")
print(f"Alpha network translation rank: {pieces[0][0]}")
print(f"Alpha translation-lattice index: {pieces[0][1]}")
print(f"Distinct linked Al pairs per cell: {len(shared_pairs)}")
print(f"Molecular control, H neighbours per Al: {m_al[0]}")
print(f"Molecular control, Al neighbours per H: {m_h[0]}")
print(f"Molecular control, separate pieces per cell: {len(molecular_pieces)}")
print(f"Molecular control, translation rank: {molecular_pieces[0][0]}")
print(f"Valence electrons per AlH3 formula: {valence_electrons}")
print(f"Average electrons per crystal link: {valence_electrons/n_al[0]:.2f}")
print(f"Al-H distance over rounding intervals: {min(rounded_d):.4f} to {max(rounded_d):.4f} nm")
print(f"Bridge angle over rounding intervals: {min(rounded_angle):.2f} to {max(rounded_angle):.2f} degrees")
print(f"Chosen H oscillator quantum: {quantum_ev:.2f} eV")
print(f"Temperature for H motion: {temperature:.0f} K")
print(f"H rms displacement along one direction: {rms:.4f} nm")
print(f"AlH3 molecule bond, HF/def2-SVP: {mono_bond:.3f} nm")
print(f"Al2H6 terminal bond, HF/def2-SVP: {terminal_bond:.3f} nm")
print(f"Al2H6 bridge bond, HF/def2-SVP: {bridge_bond:.3f} nm")
print(f"Al2H6 bridge angle, HF/def2-SVP: {dimer_angle:.1f} degrees")
print(f"Mayer order of terminal link, HF/def2-SVP: {terminal_order:.3f}")
print(f"Mayer order of bridge link, HF/def2-SVP: {bridge_order:.3f}")
print(f"Fitting error in HF/def2-SVP association: {fitting_error:.5f} eV")
print(f"Association energy, HF/def2-TZVP: {association_hf:.3f} eV per Al2H6")
print(f"Association energy, MP2/def2-SVP: {association_small:.3f} eV per Al2H6")
print(f"Association energy, MP2/def2-TZVP: {association:.3f} eV per Al2H6")
print("tests ok")
```

Running it gives:

```
Rough cell length a: 0.45 nm
Rough cell length c: 1.2 nm
Rough hydrogen coordinate x: 0.63 (dimensionless)
Atoms in hexagonal cell: 6 Al, 18 H
Al-H links in hexagonal cell: 36
H neighbours per Al: 6
Al neighbours per H: 2
Crystal Al-H distance: 0.1741 nm
Second-shell Al-H distance: 0.3244 nm
Gap between shells: 0.1503 nm
Linked Al-Al distance: 0.3279 nm
Crystal Al-H-Al angle: 140.72 degrees
Smallest H-Al-H angle: 89.72 degrees
Largest adjacent H-Al-H angle: 90.28 degrees
Opposite H-Al-H angle: 180.00 degrees
Alpha network pieces per cell graph: 1
Alpha network translation rank: 3
Alpha translation-lattice index: 1
Distinct linked Al pairs per cell: 18
Molecular control, H neighbours per Al: 3
Molecular control, Al neighbours per H: 1
Molecular control, separate pieces per cell: 6
Molecular control, translation rank: 0
Valence electrons per AlH3 formula: 6
Average electrons per crystal link: 1.00
Al-H distance over rounding intervals: 0.1696 to 0.1785 nm
Bridge angle over rounding intervals: 138.61 to 142.82 degrees
Chosen H oscillator quantum: 0.05 eV
Temperature for H motion: 300 K
H rms displacement along one direction: 0.0236 nm
AlH3 molecule bond, HF/def2-SVP: 0.158 nm
Al2H6 terminal bond, HF/def2-SVP: 0.157 nm
Al2H6 bridge bond, HF/def2-SVP: 0.174 nm
Al2H6 bridge angle, HF/def2-SVP: 97.9 degrees
Mayer order of terminal link, HF/def2-SVP: 0.945
Mayer order of bridge link, HF/def2-SVP: 0.420
Fitting error in HF/def2-SVP association: 0.00096 eV
Association energy, HF/def2-TZVP: -1.237 eV per Al2H6
Association energy, MP2/def2-SVP: -1.564 eV per Al2H6
Association energy, MP2/def2-TZVP: -1.600 eV per Al2H6
tests ok
```
